# Small Closed Orbits and Interlayer Hopping from a Resistance Peak

## The problem

A layered metal has the dispersion

$$E=\frac{\hbar^2(k_x^2+k_y^2)}{2m}-2t_\perp\cos(k_zc),$$

so the interlayer bandwidth is $4t_\perp$. Its Fermi surface is a warped cylinder. Let $E_F=\hbar^2k_F^2/2m$ be measured from the band centre, with $2t_\perp<E_F$. A magnetic field $B$ makes an angle $\delta$ with the layers.

(a) Show that small closed orbits on the side of the cylinder exist only for $|\delta|<\delta_c$, with $\delta_c\simeq t_\perp k_Fc/E_F$ for weak warping. "Small" means that the orbit can be shrunk to a point on the surface, so it does not encircle the cylinder.

(b) The interlayer resistance peaks at $\delta=0$ and has a minimum on each side. At $B=30$ T the minima are about $3.15^\circ$ apart. Given $c=1.5$ nm, $k_F=3.0\ \mathrm{nm}^{-1}$, $m=2m_e$ and a relaxation time $\tau=6$ ps, find $t_\perp$. The resistance curve is a Boltzmann calculation whose hopping is withheld until the end.

## A tempting solution

The small orbits cause the peak, so the peak should end where they end. Each minimum is then at $\delta_c$:

$$\delta_{\min}=\tfrac12(3.15^\circ)=1.575^\circ=0.0275\ \text{rad}.$$

With $k_Fc=4.5$ and $E_F=171.4$ meV,

$$t_\perp=\frac{E_F\,\delta_{\min}}{k_Fc}=\frac{171.4\times0.0275}{4.5}\ \text{meV}\approx1.05\ \text{meV}.$$

## Where it fails

The formula for $\delta_c$ is sound; the identification $\delta_{\min}=\delta_c$ is not. A resistance minimum is a conductivity maximum. If small orbits supply the extra conductivity, that supply is zero at $\delta_c$, where the last of them disappears. Its maximum must lie at a smaller angle, and when scattering is weak enough for these orbits to be completed, it pulls the resistance minimum inside $\delta_c$. We need the limit of existence and, separately, the position of the maximum.

## Part (a): when small orbits exist

Put $\psi=k_zc$ and $\eta=2t_\perp/E_F$. Setting $E=E_F$ gives the radius

$$k(\psi)=k_F\sqrt{1+\eta\cos\psi}.$$

Choose $\mathbf B=B(\cos\delta,0,\sin\delta)$ and let $\phi$ be the azimuth from $x$. The Lorentz force changes neither the energy nor the component of $\mathbf k$ along the field, so orbits are level lines of

$$k_B=k\cos\phi\cos\delta+k_z\sin\delta .$$

**Necessity.** A small orbit bounds a disc on the surface. Since $k_B$ is constant on the rim but not throughout the disc, it has an extremum inside. There both derivatives vanish:

$$-k\sin\phi\cos\delta=0,\qquad \frac{dk}{dk_z}\cos\phi\cos\delta+\sin\delta=0 .$$

The first gives $\phi=0$ or $\pi$, and the second then gives $|\tan\delta|=|dk/dk_z|$. The tilt therefore cannot exceed the largest slope of the profile.

**Sufficiency.** Take $\delta\ge0$ and $\phi=0$; the other cases follow by symmetry. From the belly at $\psi=0$, the slope $-dk/dk_z$ rises from zero to its maximum, so every smaller $\tan\delta$ is matched on the way, where $d^2k/dk_z^2<0$. The second derivatives of $k_B$ there are $-k\cos\delta$ along $\phi$ and $(d^2k/dk_z^2)\cos\delta$ along $k_z$. Both are negative and the mixed one vanishes. This is a strict maximum, surrounded by small closed level lines.

At the largest slope itself, $dk/dk_z+\tan\delta\ge0$ along $\phi=0$, with equality only at isolated points. Thus $k_B$ increases strictly along that line and has no extremum. The loops have gone.

**The largest slope.** Differentiation gives

$$\left|\frac{dk}{dk_z}\right|=\frac{k_Fc\,\eta}{2}\frac{|\sin\psi|}{\sqrt{1+\eta\cos\psi}} .$$

With $u=\cos\psi$, maximize $f=(1-u^2)/(1+\eta u)$. The condition $f'=0$ reads

$$-2u(1+\eta u)-\eta(1-u^2)=0\quad\Longrightarrow\quad \eta u^2+2u+\eta=0 .$$

The root between $-1$ and 1 is $u=(-1+\sqrt{1-\eta^2})/\eta$. The first form of the condition also gives $1-u^2=-2u(1+\eta u)/\eta$, so at the maximum

$$f=-\frac{2u}{\eta}=\frac{2(1-\sqrt{1-\eta^2})}{\eta^2}.$$

Since $(\sqrt{1+\eta}-\sqrt{1-\eta})^2=2(1-\sqrt{1-\eta^2})$,

$$\boxed{\tan\delta_c=\frac{k_Fc}{2}\left(\sqrt{1+\eta}-\sqrt{1-\eta}\right)}$$

This is $c$ times half the difference between the belly and neck radii. For small $\eta$ the bracket is $\eta+O(\eta^3)$. If the angle is also small,

$$\delta_c\simeq\frac{k_Fc\,\eta}{2}=\frac{t_\perp k_Fc}{E_F}.$$

The second condition matters. For $\eta=0.6$ and $k_Fc=4.5$, the full formula and a direct search for extrema of $k_B$ both give $54.9^\circ$, whereas the short formula gives $1.35$ rad, or $77^\circ$.

## Part (b): where the conductivity is largest

**Motion near the field direction.** For charge $-e$, $\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B$, or

$$\dot k_x=-\frac{eB}{\hbar}v_y\sin\delta,\quad
\dot k_y=\frac{eB}{\hbar}(v_x\sin\delta-v_z\cos\delta),\quad
\dot k_z=\frac{eB}{\hbar}v_y\cos\delta .$$

Here $v_{x,y}=\hbar k_{x,y}/m$, $v_z=(2t_\perp c/\hbar)\sin\psi$ and $\omega_c=eB/m$. Using $\dot\phi=(k_x\dot k_y-k_y\dot k_x)/k^2$,

$$\dot\psi=\omega_cck\sin\phi\cos\delta,\qquad
\dot\phi=\omega_c\sin\delta-\frac{eB}{\hbar k}v_z\cos\phi\cos\delta .$$

For small $\phi$, $\delta$ and $\eta$, set $k\simeq k_F$. The coefficient of $\sin\psi$ in $\dot\phi$ is $2eBt_\perp c/(\hbar^2k_F)=\omega_c\delta_c$, because $2m/\hbar^2=k_F^2/E_F$. Hence

$$\dot\psi=\omega_ck_Fc\,\phi,\qquad \dot\phi=\omega_c(\delta-\delta_c\sin\psi).$$

Differentiating the first and inserting the second,

$$\ddot\psi=\Omega^2(s-\sin\psi),\qquad s=\frac{\delta}{\delta_c},\qquad
\Omega=\omega_ck_Fc\sqrt{t_\perp/E_F}.$$

This is a pendulum under a constant torque. Small orbits are its librations, which require $|s|<1$, in agreement with part (a).

**What a small orbit conducts.** On a closed orbit $k_y$ returns to its starting value, so the mean of $\dot k_y$ is zero and

$$\bar v_z=\bar v_x\tan\delta\simeq v_F\delta,\qquad v_F=\hbar k_F/m .$$

The electron drifts along the field. At $\delta=0$ this carries nothing across the layers; with tilt it does.

At fixed $k_z$, $k\,dk=m\,dE/\hbar^2$, so Fermi-surface states are uniformly distributed in $\phi$ and $\psi$. The conductivity $\sigma_{zz}$ is proportional to the surface average of

$$v_z(0)\int_0^\infty v_z(-u)e^{-u/\tau}du .$$

For $\Omega\tau\gg1$ the integral tends to $\tau\bar v_z$ on a typical small orbit. Averaging the first factor along the orbit too gives

$$\sigma_{zz}^{\rm small}\propto\tau\bar v_z^2A(s)\propto\tau s^2A(s),$$

where $A$ is the libration area in the plane of $\psi$ and $\dot\psi/\Omega$. With the barrier top at $\psi_s=\pi-\arcsin s$ and the opposite turning point $\psi_1$, energy conservation gives

$$A(s)=2\int_{\psi_1}^{\psi_s}\sqrt{2[\cos\psi+s\psi-\cos\psi_s-s\psi_s]}\,d\psi .$$

At $s=0$ the root is $2\cos(\psi/2)$ and $A=16$; at $s=1$ the area is zero. Thus $s^2A$ vanishes at both ends. Numerically, its maximum is at $s=0.598$.

**The long orbits.** They also conduct, and in practice $\Omega\tau$ is finite. Both can shift the maximum, so the full problem must be solved:

$$\left(\frac1\tau+\dot\phi\,\partial_\phi+\dot\psi\,\partial_\psi\right)g_j=v_j,\qquad
\sigma_{ij}\propto\langle v_ig_j\rangle,\qquad \rho_{zz}=(\sigma^{-1})_{zz}.$$

Expanding $g_j$ in $e^{i(m'\phi+n'\psi)}$, with integer $m'$ and $n'$, turns this into linear equations. Near the peak, measuring time in units of $1/\Omega$ leaves two parameters, $s$ and $\Omega\tau$. The minimum is therefore at

$$\delta_{\min}=s^*(\Omega\tau)\,\delta_c,\qquad
\boxed{t_\perp=\frac{E_F\,\delta_{\min}}{s^*k_Fc}}$$

This scaling needs $t_\perp\ll E_F$ and scattering before a long orbit reaches the far side of the cylinder. The latter takes about $\pi/(\omega_c\delta_{\min})$. With $\omega_c\tau=15.83$ this is $7\tau$, which is long enough.

**The number.** A calibration on a cylinder with half the hopping, using the same Fourier cutoff as the curve, gives $s^*\approx0.70$ at $\Omega\tau=5.0$ and $7.5$. The minimum is shallow, and its position is sensitive to that cutoff. Converged values are about 0.76 at $\Omega\tau=5.0$, 0.72 at 6.7 and 0.71 at 7.5, up to 0.06 higher. The converged minima at 30 T are about $3.25^\circ$ apart rather than $3.15^\circ$. We therefore keep one digit, $s^*\approx0.7$. Start from the tempting value:

$$\Omega\tau=15.83\times4.5\sqrt{1.047/171.4}\approx5.6,\qquad s^*\approx0.7,\qquad t_\perp\approx\frac{1.047}{0.7}\approx1.5\ \text{meV}.$$

Repeating with this value gives $\Omega\tau\approx6.7$ and again $s^*\approx0.7$. A shift of 0.06 in $s^*$ changes $t_\perp$ by a little over 0.1 meV, so the result is

$$t_\perp\approx1.5\ \text{meV},\qquad 4t_\perp\approx6\ \text{meV},$$

with an uncertainty of roughly 10%. The withheld hopping was 1.50 meV. The tempting value was 30% below it. The small orbits actually extend to $\delta_c=2.26^\circ$, a full range of $4.51^\circ$ rather than $3.15^\circ$.

## Reading the peak

At $\delta=0$, $\dot k_y=-(eB/\hbar)v_z$. Since $k_y$ is bounded, the long-time mean of $v_z$ is zero on every orbit, long or small. The computed resistance, relative to zero field, is about 250 there, 43 to 44 at the minima and 64 at $s=1.4$.

At $s=0.6$, direct integration of the orbits shows that small ones cover about 1.9% of the surface but supply nearly two thirds of $\sigma_{zz}$. In units of the zero-field value, $\sigma_{zz}$ is about 0.022 with them and 0.008 without them. At $s=1.4$, where none exist, it is 0.0155. Without their contribution, the conductivity at $s=0.6$ would be below that outside the peak, not above it.

The opposite limit is $\Omega\tau\ll1$. At $\delta=0$ an electron then scatters before $\phi$ changes appreciably, and $\psi$ advances at the constant rate $\omega_ck_Fc\sin\phi$. Averaging over $\phi$,

$$\frac{\sigma_{zz}}{\sigma_0}=\left\langle\frac1{1+(\omega_c\tau k_Fc)^2\sin^2\phi}\right\rangle=\frac1{\sqrt{1+(\omega_c\tau k_Fc)^2}},$$

where $\sigma_0$ is the zero-field value. Used outside its range, at the present $\omega_c\tau k_Fc=71$, it gives a resistance ratio of 71 instead of about 250. The motion in $\phi$ that it omits is what closes the small orbits.

The limit $\delta_c$ does not depend on the field. The minimum can move, because $s^*$ depends on $\Omega\tau$. With $\tau$ and $t_\perp$ held fixed, raising the field to 45 T ($\Omega\tau=10$) moves the converged minimum inward, from $s^*\approx0.72$ to about 0.68, or roughly $0.09^\circ$. The cutoff used for the numerical output does not resolve this shift, and at 45 T orbits that reach the far side add a ripple of about 1% that blurs it. The value $s^*\approx0.7$ holds only for $\Omega\tau$ of roughly 6 to 10. At $\Omega\tau=3$ the minimum is near $s=0.85$, at $\Omega\tau=2$ it is near $s=1$, and at $\Omega\tau=1$ there is none up to $s=2$.

## Use on real metals

The parameters are rough values in the regime of clean layered organic metals; 6 ps and 30 T stand for a clean sample and a strong field. Real Fermi surfaces are not circular in the plane. At fixed $E_F$, $\delta_c$ varies inversely with the velocity along the field, so a 20% heavier mass in that direction raises it by 9.5%. Ignoring this would overestimate $t_\perp$ by about as much, if $s^*$ is unchanged. The Zeeman energy $\mu_BB=1.74$ meV is 1.0% of $E_F$ and matters less.

Quantization is the more serious limit. The area of the small orbits holds about 10 levels at $\delta=0$ but only 1.8 at the minimum. At $\delta=0$, with level spacing estimated as $\hbar\Omega=0.73$ meV, thermal smearing at 4.2 K multiplies the resulting oscillations by about $10^{-3}$. At the minimum the spacing is smaller, and so is this factor. Smearing does not remove tunnelling between small and long orbits, which is not calculated here. The recovery of about 1.5 meV supports the scaling within the Boltzmann model to roughly 10%. The much smaller error in the numerical output is not a measure of accuracy, because the curve and the calibration share one cutoff. A measured peak brings the further uncertainties above. The remaining computed values are in the numerical output.

## Table of computed values

```
layer spacing c = 1.50 nm
Fermi radius kF = 3.00 1/nm, kF c = 4.50
mass = 2.0 m_e, EF = 171.4 meV
hopping t = 1.50 meV, bandwidth 4t = 6.0 meV
t/EF = 0.00875, eta = 0.01750
tau = 6.0 ps, B = 30 T, omega_c tau = 15.83
Omega tau = 6.66
delta_c, t kF c/EF = 0.03937 rad = 2.256 deg
delta_c, exact formula = 2.2547 deg
delta_c, found on surface = 2.2547 deg
full range 2 delta_c = 4.511 deg
strong warping eta = 0.6: formula 54.90 deg, found 54.90 deg
weak-warping sigma_zz/sigma_0: solver 0.09207, Bessel 0.09207
test tilt s = 0.6: delta = 1.353 deg
  sigma_zz/sigma_0: solver 0.02189, orbits 0.02151
  surface on small orbits: counted 1.93 %, pendulum 1.87 %
  mean vz/vx on small orbits 0.02360, tan(delta) 0.02363
  share of sigma_zz from small orbits = 65.3 %
  sigma_zz/sigma_0 without them = 0.00747
  sigma_zz/sigma_0 at s = 1.4 = 0.01550
rho_zz/rho_0 at delta = 0: 251.17
rho_zz/rho_0 at the side minimum: 43.20
rho_zz/rho_0 at s = 1.4: 64.30
side minimum at 30 T: s = 0.698, delta_min = 1.575 deg
distance between minima = 3.149 deg
side minimum at 45 T: s = 0.694, delta_min = 1.565 deg
s_star for small orbits alone (max of s^2 A) = 0.598
calibration at t/2: Omega tau = 5.0, s_star = 0.701
calibration at t/2: Omega tau = 7.5, s_star = 0.698
first estimate of t (s_star = 1) = 1.047 meV
s_star after iteration = 0.699
extracted t = 1.499 meV, bandwidth = 5.99 meV
error of extracted t = -0.08 %
basis enlargement shifts rho_zz by 0.476 %
using 1/sigma_zz for rho_zz: error 0.75 %
quantum levels in small orbits: 10.5 at delta = 0, 1.8 at minimum
hbar Omega = 0.731 meV, hbar/tau = 0.110 meV
thermal damping of level oscillations at 4.2 K = 1.11e-03
Zeeman shift mu_B B = 1.74 meV = 1.01 % of EF
20 % heavier mass along B shifts delta_c by 9.5 %
```
